**Convergence errors of RHF and MP2 energies for water**

The program checks that an RHF calculation stopped at commutator norm $R$ has an SCF energy error $2f^TA^{-1}f$, quadratic in $R$, and an MP2 correlation energy error $z\cdot f$, linear in $R$. Here $f$ is the virtual-occupied Fock block, $A$ is one quarter of the orbital Hessian, and $z$ solves $Az=L$, where $L$ is the derivative of the MP2 correlation energy with respect to orbital rotations. It asserts that $A$ and $L$ agree with finite differences, and it checks both error formulas at seven stopping points of plain Roothaan iterations in the cc-pVDZ basis. The SCF formula is asserted to 2% of the predicted error. The MP2 formula is asserted to an absolute tolerance of $R^2+2\times10^{-13}$ in hartree units. This is a sharp test only at the intermediate stops: it exceeds the error at the first stop and is comparable to it at the last, where the agreement is seen only in the printed values. It also asserts the exponents along a fixed direction, and that the MP2 error becomes quadratic for a symmetry-forbidden rotation. The reference energies are compared with separate PySCF calculations. The output shows fitted exponents of 2.000 for the SCF error and 0.997 for the MP2 error. Rounding hides the SCF error in subtracted energies below a commutator norm of about $10^{-6}$ hartree, while the MP2 error remains visible down to the last stop.

## Numerical verification

```python
# Result under test: for closed-shell RHF stopped at commutator norm R,
#   SCF energy error             dE  = 2 f.A^-1.f + O(R^3)   (quadratic)
#   MP2 correlation energy error dE2 = z.f + O(R^2), A z = L (linear)
# f: virtual-occupied Fock block, R = |FD-DF| = 2 sqrt(2) |f| (orthonormal basis),
# D: density matrix with trace N, A: orbital Hessian / 4,
# L: derivative of the MP2 correlation energy with respect to orbital rotations.
# Energies in hartree (Eh). System: water, cc-pVDZ, all electrons correlated.
import numpy as np
from scipy.linalg import eigh, expm
from scipy.constants import physical_constants, N_A
from pyscf import gto, scf, mp

bond, angle = 0.96, 104.5
half = np.radians(angle / 2)
x, y = bond * np.sin(half), bond * np.cos(half)
mol = gto.M(atom=[["O", (0, 0, 0)], ["H", (x, 0, y)], ["H", (-x, 0, y)]],
            basis="cc-pvdz", unit="Angstrom", verbose=0)
S = mol.intor("int1e_ovlp")
h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
eri = mol.intor("int2e")
n, no = S.shape[0], mol.nelectron // 2
nv = n - no
o, v = slice(0, no), slice(no, n)
two_electron = (eri - 0.5 * eri.transpose(0, 2, 1, 3)).reshape(n * n, n * n)
w, V = np.linalg.eigh(S)
S_inv_half = (V / np.sqrt(w)) @ V.T


def G(D):
    g = (two_electron @ D.ravel()).reshape(n, n)
    return 0.5 * (g + g.T)


def density(C):
    return 2 * C[:, o] @ C[:, o].T


def scf_energy(C):
    D = density(C)
    return np.sum(D * (h + 0.5 * G(D))) + mol.energy_nuc()


def commutator(C):
    D = density(C)
    FDS = (h + G(D)) @ D @ S
    return FDS - FDS.T


def norm_R(C):
    return np.linalg.norm(S_inv_half @ commutator(C) @ S_inv_half)


def transform(c1, c2, c3, c4):
    g = eri
    for c in (c1, c2, c3, c4):
        g = np.tensordot(g, c, axes=(0, 0))
    return g


def mp2(C):
    """Doubles and singles energies with block-diagonalized Fock matrix."""
    F = h + G(density(C))
    eo, Uo = np.linalg.eigh(C[:, o].T @ F @ C[:, o])
    ev, Uv = np.linalg.eigh(C[:, v].T @ F @ C[:, v])
    Co, Cv = C[:, o] @ Uo, C[:, v] @ Uv
    K = transform(Co, Cv, Co, Cv)
    gap = eo[:, None] - ev[None, :]
    den = gap[:, :, None, None] + gap[None, None, :, :]
    doubles = np.sum(K * (2 * K - K.transpose(0, 3, 2, 1)) / den)
    singles = 2 * np.sum((Co.T @ F @ Cv) ** 2 / gap)
    return doubles, singles


# Plain Roothaan iterations; keep the first iterate below each threshold
thresholds = [10.0 ** (-k) for k in range(3, 10)]
stops = {}
F = h + G(scf.RHF(mol).get_init_guess(key="minao"))
best_norm, Cref = np.inf, None
for iteration in range(1, 151):
    C = eigh(F, S)[1]
    R = norm_R(C)
    for thr in thresholds:
        if R < thr and thr not in stops:
            stops[thr] = (iteration, R, C)
    if R < best_norm:
        best_norm, Cref = R, C
    F = h + G(density(C))
assert len(stops) == len(thresholds) and best_norm < 5e-12
Eref = scf_energy(Cref)
E2ref = mp2(Cref)[0]
mf = scf.RHF(mol)
mf.conv_tol, mf.conv_tol_grad = 1e-12, 1e-8
mf.kernel()
assert abs(mf.e_tot - Eref) < 1e-8
assert abs(mp.MP2(mf).kernel()[0] - E2ref) < 1e-7

# Orbital Hessian A and MP2 orbital derivative L at the reference solution
eps = np.diag(Cref.T @ (h + G(density(Cref))) @ Cref)
g = transform(Cref, Cref, Cref, Cref)
A4 = (4 * g[v, o, v, o] - g[v, v, o, o].transpose(0, 2, 1, 3)
      - g[v, o, v, o].transpose(0, 3, 2, 1))
A = A4.reshape(nv * no, nv * no) + np.diag((eps[v, None] - eps[None, o]).ravel())
a_min = np.linalg.eigvalsh(A)[0]
assert a_min > 0
K = g[o, v, o, v]
gap = eps[o, None] - eps[None, v]
t = K / (gap[:, :, None, None] + gap[None, None, :, :])
tt = 2 * t - t.transpose(0, 3, 2, 1)
gamma = np.zeros((n, n))
gamma[v, v] = 2 * np.einsum("iajc,ibjc->ab", tt, t)
gamma[o, o] = -2 * np.einsum("iakb,jakb->ij", tt, t)
L = (4 * np.einsum("iajb,cajb->ci", tt, g[v, v, o, v])
     - 4 * np.einsum("iajb,ikjb->ak", tt, g[o, o, o, v])
     + 4 * np.einsum("pq,pqck->ck", gamma, g[:, :, v, o])
     - 2 * np.einsum("pq,pcqk->ck", gamma, g[:, v, :, o]))
z = np.linalg.solve(A, L.ravel())


def rotated(kappa):
    X = np.zeros((n, n))
    X[v, o], X[o, v] = kappa, -kappa.T
    return Cref @ expm(X)


# Finite-difference tests of A and L in random directions
rng = np.random.default_rng(1)
for _ in range(3):
    k = rng.normal(size=(nv, no))
    k /= np.linalg.norm(k)
    s = 1e-3
    curvature = (scf_energy(rotated(s * k)) + scf_energy(rotated(-s * k))
                 - 2 * Eref) / s**2
    assert abs(curvature / (4 * k.ravel() @ A @ k.ravel()) - 1) < 1e-4
    s = 1e-4
    slope = (mp2(rotated(s * k))[0] - mp2(rotated(-s * k))[0]) / (2 * s)
    assert abs(slope - np.sum(L * k)) < 1e-6


def scf_error(C):
    """E(C) - E(reference) without subtracting total energies."""
    U = Cref[:, o].T @ S @ C[:, o]
    T = Cref[:, v].T @ S @ C[:, o]
    left, _, right = np.linalg.svd(U)
    W = left @ right
    delta = np.zeros((n, n))
    delta[v, v] = 2 * T @ T.T
    delta[o, o] = -2 * W @ T.T @ T @ W.T
    delta[v, o] = 2 * T @ U.T
    delta[o, v] = delta[v, o].T
    delta_ao = Cref @ delta @ Cref.T
    return eps @ np.diag(delta) + 0.5 * np.sum(delta_ao * G(delta_ao))


# Errors at the stopping points against the derived formulas
rows = []
for thr in thresholds:
    it, R, C = stops[thr]
    f = 0.5 * (Cref.T @ commutator(C) @ Cref)[v, o].ravel()
    assert abs(2 * np.sqrt(2) * np.linalg.norm(f) / R - 1) < 1e-2
    dE, dE_sub = scf_error(C), scf_energy(C) - Eref
    E2, singles = mp2(C)
    dE2 = E2 - E2ref
    pred_scf, pred_mp2 = 2 * f @ np.linalg.solve(A, f), z @ f
    assert abs(dE - dE_sub) < 1e-12      # rounding of a total energy near 76 Eh
    assert abs(dE / pred_scf - 1) < 0.02
    assert dE < 1.02 * R**2 / (4 * a_min)
    # remainder is second order; floor from rounding and the reference residual
    assert abs(dE2 - pred_mp2) < R**2 + 2e-13
    if thr < 2e-6:
        assert abs(singles) < 1e-2 * abs(dE2)
    rows.append((thr, it, R, dE, dE_sub, pred_scf, dE2, pred_mp2, singles))
tab = np.array(rows)
logR = np.log(tab[:, 2])
slope_scf = np.polyfit(logR, np.log(tab[:, 3]), 1)[0]
slope_mp2 = np.polyfit(logR, np.log(np.abs(tab[:, 6])), 1)[0]
# loose tolerance: the direction of the error changes along the iteration
assert abs(slope_scf - 2) < 0.25 and abs(slope_mp2 - 1) < 0.25


def exponents(k, s):
    big, small = rotated(2 * s * k), rotated(s * k)
    p_scf = np.log2((scf_energy(big) - Eref) / (scf_energy(small) - Eref))
    p_mp2 = np.log2(abs((mp2(big)[0] - E2ref) / (mp2(small)[0] - E2ref)))
    return p_scf, p_mp2


# Fixed direction: that of the loosest stop; forbidden direction: HOMO to LUMO
C3 = stops[thresholds[0]][2]
k_fix = (Cref[:, v].T @ S @ C3[:, o]) @ np.linalg.inv(Cref[:, o].T @ S @ C3[:, o])
k_fix /= np.linalg.norm(k_fix)
fixed = exponents(k_fix, 1e-4)
k_sym = np.zeros((nv, no))
k_sym[0, no - 1] = 1.0
forbidden = exponents(k_sym, 5e-3)
assert abs(fixed[0] - 2) < 0.02 and abs(fixed[1] - 1) < 0.05
assert abs(L[0, no - 1]) < 1e-9
assert abs(forbidden[0] - 2) < 0.05 and abs(forbidden[1] - 2) < 0.05

# Rounding noise: mixing occupied orbitals leaves the exact energies unchanged
samples = []
for _ in range(20):
    Q = np.linalg.qr(rng.normal(size=(no, no)))[0]
    Cmix = Cref.copy()
    Cmix[:, o] = Cref[:, o] @ Q
    samples.append((scf_energy(Cmix), mp2(Cmix)[0]))
noise_scf, noise_mp2 = np.ptp(np.array(samples), axis=0)
assert noise_scf < 1e-12 and noise_mp2 < 1e-12
R_cross = np.sqrt(noise_scf / (tab[-1, 3] / tab[-1, 2] ** 2))
z_norm = np.linalg.norm(z)
target = 1e-8
R_target = 2 * np.sqrt(2) * target / z_norm
Eh = physical_constants["Hartree energy"][0]

print(f"O-H distance {bond} angstrom, angle {angle} degrees")
print(f"basis functions {n}, occupied {no}, virtual {nv}")
print(f"reference RHF energy {Eref:.10f} Eh")
print(f"reference MP2 correlation energy {E2ref:.10f} Eh")
print(f"reference commutator norm {best_norm:.1e} Eh")
print(f"lowest eigenvalue of A {a_min:.5f} Eh")
print(f"norm of L {np.linalg.norm(L):.5f} Eh; norm of z {z_norm:.5f} (no unit)")
print("SCF: threshold/Eh, iteration, R/Eh, error/Eh, by subtraction/Eh, formula/Eh")
for r in rows:
    print(f"{r[0]:.0e} {r[1]:3d} {r[2]:.3e} {r[3]:.3e} {r[4]:+.2e} {r[5]:.3e}")
print("MP2: threshold/Eh, error/Eh, formula z.f/Eh, remainder/Eh, singles/Eh")
for r in rows:
    print(f"{r[0]:.0e} {r[6]:+.3e} {r[7]:+.3e} {r[6]-r[7]:+.1e} {r[8]:+.2e}")
print("prefactors: threshold/Eh, SCF error/R^2 in 1/Eh, MP2 error/R (no unit)")
for r in rows:
    print(f"{r[0]:.0e} {r[3]/r[2]**2:.4f} {r[6]/r[2]:+.5f}")
print(f"bound prefactors: SCF {1/(4*a_min):.4f} 1/Eh, MP2 {z_norm/np.sqrt(8):.5f}")
print(f"fitted exponents on the trajectory: SCF {slope_scf:.3f}, MP2 {slope_mp2:.3f}")
print(f"exponents, fixed direction: SCF {fixed[0]:.4f}, MP2 {fixed[1]:.4f}")
print(f"exponents, HOMO-LUMO rotation: SCF {forbidden[0]:.4f}, MP2 {forbidden[1]:.4f}")
print(f"rounding spread: SCF {noise_scf:.1e} Eh, MP2 {noise_mp2:.1e} Eh")
print(f"norm where SCF error equals its rounding spread {R_cross:.1e} Eh")
print(f"norm that bounds the MP2 error by {target:.0e} Eh: {R_target:.2e} Eh")
print(f"errors at loosest stop: SCF {tab[0,3]*Eh:.3e} J, MP2 {tab[0,6]*Eh:.3e} J")
print(f"MP2 error at loosest stop {tab[0,6]*Eh*N_A:.3e} J/mol")
print("all assertions hold")
```

It prints:

```
O-H distance 0.96 angstrom, angle 104.5 degrees
basis functions 24, occupied 5, virtual 19
reference RHF energy -76.0266536619 Eh
reference MP2 correlation energy -0.2041547996 Eh
reference commutator norm 1.9e-14 Eh
lowest eigenvalue of A 0.34942 Eh
norm of L 0.12520 Eh; norm of z 0.06474 (no unit)
SCF: threshold/Eh, iteration, R/Eh, error/Eh, by subtraction/Eh, formula/Eh
1e-03  13 7.641e-04 4.989e-08 +4.99e-08 4.989e-08
1e-04  17 8.529e-05 6.215e-10 +6.22e-10 6.215e-10
1e-05  21 9.520e-06 7.743e-12 +7.77e-12 7.743e-12
1e-06  26 6.142e-07 3.223e-14 +4.26e-14 3.223e-14
1e-07  30 6.856e-08 4.016e-16 +2.84e-14 4.016e-16
1e-08  34 7.652e-09 5.003e-18 +2.84e-14 5.003e-18
1e-09  38 8.541e-10 6.233e-20 +1.42e-14 6.233e-20
MP2: threshold/Eh, error/Eh, formula z.f/Eh, remainder/Eh, singles/Eh
1e-03 +2.270e-07 +2.262e-07 +8.7e-10 -7.87e-08
1e-04 +2.634e-08 +2.633e-08 +1.1e-11 -9.81e-10
1e-05 +2.972e-09 +2.972e-09 +1.4e-13 -1.22e-11
1e-06 -1.932e-10 -1.932e-10 +1.0e-15 -5.09e-14
1e-07 -2.154e-11 -2.154e-11 +1.1e-15 -6.34e-16
1e-08 -2.402e-12 -2.403e-12 +1.0e-15 -7.89e-18
1e-09 -2.678e-13 -2.682e-13 +4.2e-16 -9.84e-20
prefactors: threshold/Eh, SCF error/R^2 in 1/Eh, MP2 error/R (no unit)
1e-03 0.0854 +0.00030
1e-04 0.0854 +0.00031
1e-05 0.0854 +0.00031
1e-06 0.0854 -0.00031
1e-07 0.0854 -0.00031
1e-08 0.0854 -0.00031
1e-09 0.0854 -0.00031
bound prefactors: SCF 0.7155 1/Eh, MP2 0.02289
fitted exponents on the trajectory: SCF 2.000, MP2 0.997
exponents, fixed direction: SCF 2.0000, MP2 1.0037
exponents, HOMO-LUMO rotation: SCF 2.0000, MP2 1.9999
rounding spread: SCF 8.5e-14 Eh, MP2 8.3e-16 Eh
norm where SCF error equals its rounding spread 1.0e-06 Eh
norm that bounds the MP2 error by 1e-08 Eh: 4.37e-07 Eh
errors at loosest stop: SCF 2.175e-25 J, MP2 9.898e-25 J
MP2 error at loosest stop 5.961e-01 J/mol
all assertions hold
```
